# Contact angle of a deposited island from three interfacial energies: verification in Python

```python
"""Partial wetting of a substrate by a deposited film material.

Result under test: at fixed volume the island of least energy has
    cos(theta) = (g_sub - g_int) / g_film,
which is about 48 degrees for 1.2 (film), 0.2 (interface), 1.0 (substrate) J/m^2.
theta : contact angle measured through the film material
r, h  : base radius and height of a spherical cap (nm)
G     : energy relative to the bare substrate, in J/m^2 * nm^2 = 1e-18 J
pull  : g_sub - g_int, energy gained per covered area (J/m^2)
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize, minimize_scalar

g_film, g_int, g_sub = 1.2, 0.2, 1.0
pull = g_sub - g_int
to_eV = 1e-18 / const.e


def young_angle(film, interface, substrate):
    return np.degrees(np.arccos((substrate - interface) / film))


def cap_volume(r, h):
    return np.pi * h * (3 * r**2 + h**2) / 6


def cap_energy(r, h, gain=pull):
    return np.pi * (g_film * (r**2 + h**2) - gain * r**2)


def cap_height(r, volume):
    top = (6 * volume / np.pi) ** (1 / 3)
    return brentq(lambda h: cap_volume(r, h) - volume, 0, 1.01 * top,
                  xtol=1e-14, rtol=1e-14)


def energy_at_volume(r, volume, gain=pull, line_tension=0.0):
    h = cap_height(r, volume)
    return cap_energy(r, h, gain) + 2 * np.pi * r * line_tension


def best_cap(volume, gain=pull, line_tension=0.0):
    found = minimize_scalar(
        lambda r: energy_at_volume(r, volume, gain, line_tension),
        bounds=(0.1, 40.0), method="bounded", options={"xatol": 1e-9})
    r = found.x
    return r, np.degrees(2 * np.arctan(cap_height(r, volume) / r)), found.fun


# Cap geometry against slicing a sphere, for a flat and a tall cap
for r, h in ((10.0, 4.0), (3.0, 7.0)):
    R = (r**2 + h**2) / (2 * h)

    def slice_radius(z):
        return np.sqrt(R**2 - (z - h + R)**2)

    def area_density(z):
        rho = slice_radius(z)
        return 2 * np.pi * rho * np.sqrt(1 + ((z - h + R) / rho)**2)

    volume_sum = quad(lambda z: np.pi * slice_radius(z)**2, 0, h)[0]
    area_sum = quad(area_density, 0, h)[0]
    dz = 1e-6
    edge_angle = np.arctan2(dz, slice_radius(0) - slice_radius(dz))
    assert abs(volume_sum / cap_volume(r, h) - 1) < 1e-8
    assert abs(area_sum / (np.pi * (r**2 + h**2)) - 1) < 1e-6
    assert abs(edge_angle - 2 * np.arctan(h / r)) < 1e-5

# Worked island
theta = young_angle(g_film, g_int, g_sub)
cos_theta = np.cos(np.radians(theta))
base = 10.0
height = base * np.tan(np.radians(theta) / 2)
sphere_R = base / np.sin(np.radians(theta))
volume = cap_volume(base, height)
energy = cap_energy(base, height)

# Direct minimization at fixed volume, on both sides of 90 degrees
r_min, theta_min, energy_min = best_cap(volume)
assert abs(theta_min - theta) < 1e-3
assert abs(r_min - base) < 1e-3
assert abs(energy_min / energy - 1) < 1e-9
assert abs(best_cap(volume, gain=-0.5)[1]
           - np.degrees(np.arccos(-0.5 / g_film))) < 1e-3

# Slope of the energy at fixed volume, away from equilibrium
for r in (4.0, 8.0, 15.0):
    d = 1e-3
    slope = (energy_at_volume(r + d, volume)
             - energy_at_volume(r - d, volume)) / (2 * d)
    h = cap_height(r, volume)
    cos_r = (r**2 - h**2) / (r**2 + h**2)
    assert abs(slope - 2 * np.pi * r * (g_film * cos_r - pull)) < 1e-3
    dh = (cap_height(r + d, volume) - cap_height(r - d, volume)) / (2 * d)
    assert abs(dh + 2 * r * h / (r**2 + h**2)) < 1e-5

# One minimum for partial wetting; endless spreading or detachment outside it
radii = np.geomspace(0.5, 300, 150)


def energy_steps(gain):
    return np.diff([energy_at_volume(r, volume, gain) for r in radii])


signs = np.sign(energy_steps(pull))
assert signs[0] < 0 < signs[-1] and np.count_nonzero(np.diff(signs)) == 1
assert np.all(energy_steps(1.3) < 0)
assert np.all(energy_steps(-1.3) > 0)

# A very flat cap must cost the same per area as a continuous film
film_cost = g_film + g_int - g_sub
wide = 2000.0
assert abs(energy_at_volume(wide, volume) / (np.pi * wide**2)
           - film_cost) < 1e-6

# Free axisymmetric profile of unit volume: no spherical shape is imposed.
# z(x) = (1-x^2) * sum a_k x^(2k), x = radius / base radius
nodes, weights = np.polynomial.legendre.leggauss(40)
x, w = (nodes + 1) / 2, weights / 2
powers = np.arange(5)
moments = 1 / (2 * (powers + 1) * (powers + 2))
slopes = np.array([(2 * k * x**(2 * k - 1) if k else 0 * x)
                   - (2 * k + 2) * x**(2 * k + 1) for k in powers])


def profile_coefficients(p):
    a0 = (1 / (2 * np.pi * p[0]**2) - moments[1:] @ p[1:]) / moments[0]
    return np.concatenate(([a0], p[1:]))


def profile_energy(p):
    b = p[0]
    steep = profile_coefficients(p) @ slopes / b
    area = 2 * np.pi * b**2 * np.sum(w * x * np.sqrt(1 + steep**2))
    return g_film * area - pull * np.pi * b**2


free = minimize(profile_energy, [1.3, 0, 0, 0, 0], method="BFGS",
                options={"gtol": 1e-7, "maxiter": 1000})
free_angle = np.degrees(np.arctan(
    2 * np.sum(profile_coefficients(free.x)) / free.x[0]))
# tolerance covers the short polynomial and finite-difference gradients
assert abs(free_angle - theta) < 0.2
assert abs(free.fun / (energy / volume**(2 / 3)) - 1) < 1e-4

# Competing forms of equal volume
film_thickness = 0.5
film_area = volume / film_thickness
film_energy = film_cost * film_area
ball_R = (3 * volume / (4 * np.pi))**(1 / 3)
ball_energy = 4 * np.pi * ball_R**2 * g_film
assert energy < film_energy and energy < ball_energy

# Sizes of neglected effects (rough inputs)
temperature = 800.0
bond_length = 0.235
line_tension = g_film * bond_length
r_line, theta_line, _ = best_cap(volume, line_tension=line_tension)
assert abs(np.cos(np.radians(theta_line))
           - (pull - line_tension / r_line) / g_film) < 1e-5

modulus_GPa, mismatch = 180.0, 0.005
# GPa * nm = J/m^2
strain_cost = modulus_GPa * mismatch**2 * volume / (np.pi * base**2)
theta_strain = young_angle(g_film, g_int + strain_cost, g_sub)


def energy_of_angle(angle):
    c = np.cos(angle)
    R = (3 * volume / (np.pi * (2 - 3 * c + c**3)))**(1 / 3)
    return cap_energy(R * np.sin(angle), R * (1 - c))


t0, dt = np.radians(theta), 1e-3
stiffness = (energy_of_angle(t0 + dt) - 2 * energy_of_angle(t0)
             + energy_of_angle(t0 - dt)) / dt**2
assert stiffness > 0
thermal_J = const.k * temperature
angle_rms = np.degrees(np.sqrt(thermal_J / (stiffness * 1e-18)))

atom_volume, atom_density, wait = 0.020, 7.0, 3600.0
diffusivity = ((base * 1e-9)**4 * thermal_J
               / (wait * atom_density * 1e18 * g_film
                  * (atom_volume * 1e-27)**2)) * 1e4

print(f"Film surface energy: {g_film:.1f} J/m^2")
print(f"Interface energy: {g_int:.1f} J/m^2")
print(f"Substrate surface energy: {g_sub:.1f} J/m^2")
print(f"Substrate minus interface energy: {pull:.1f} J/m^2")
print(f"Cost of a continuous film: {film_cost:.1f} J/m^2")
print(f"Cosine of contact angle: {cos_theta:.4f} (no unit)")
print(f"Contact angle, Young equation: {theta:.2f} degrees")
print(f"Contact angle, cap minimization: {theta_min:.2f} degrees")
print(f"Contact angle, free profile: {free_angle:.1f} degrees")
print(f"Horizontal film pull: {g_film * cos_theta:.3f} J/m^2")
print(f"Island base radius: {base:.1f} nm")
print(f"Island height: {height:.2f} nm")
print(f"Sphere radius of island: {sphere_R:.2f} nm")
print(f"Island volume: {volume:.0f} nm^3")
print(f"Island energy: {energy * to_eV:.0f} eV")
print(f"Flat film thickness: {film_thickness:.1f} nm")
print(f"Flat film area, equal volume: {film_area:.0f} nm^2")
print(f"Flat film energy, edges left out: {film_energy * to_eV:.0f} eV")
print(f"Detached sphere radius: {ball_R:.2f} nm")
print(f"Detached sphere energy: {ball_energy * to_eV:.0f} eV")
print(f"Angle, film energy 10% lower: "
      f"{young_angle(0.9 * g_film, g_int, g_sub):.1f} degrees")
print(f"Angle, film energy 10% higher: "
      f"{young_angle(1.1 * g_film, g_int, g_sub):.1f} degrees")
print(f"Angle, interface energy doubled: "
      f"{young_angle(g_film, 2 * g_int, g_sub):.1f} degrees")
print(f"Bond length for line tension: {bond_length:.3f} nm")
print(f"Line tension scale: {line_tension * 1e-9:.2e} J/m")
print(f"Angle with this line tension: {theta_line:.1f} degrees")
print(f"Biaxial modulus, rough: {modulus_GPa:.0f} GPa")
print(f"Lattice mismatch, rough: {100 * mismatch:.1f} percent")
print(f"Strain energy per base area: {strain_cost:.4f} J/m^2")
print(f"Angle if strain is charged to interface: {theta_strain:.1f} degrees")
print(f"Temperature: {temperature:.0f} K")
print(f"Thermal energy kT: {thermal_J / const.e:.4f} eV")
print(f"Energy curvature in angle: {stiffness * to_eV:.0f} eV/rad^2")
print(f"Thermal rms spread of angle: {angle_rms:.2f} degrees")
print(f"Atomic volume, rough: {atom_volume:.3f} nm^3")
print(f"Mobile surface atom density, rough: {atom_density:.1f} nm^-2")
print(f"Time allowed for equilibrium: {wait:.0f} s")
print(f"Surface diffusivity needed: {diffusivity:.1e} cm^2/s")
print("all good")
```

Output:

```
Film surface energy: 1.2 J/m^2
Interface energy: 0.2 J/m^2
Substrate surface energy: 1.0 J/m^2
Substrate minus interface energy: 0.8 J/m^2
Cost of a continuous film: 0.4 J/m^2
Cosine of contact angle: 0.6667 (no unit)
Contact angle, Young equation: 48.19 degrees
Contact angle, cap minimization: 48.19 degrees
Contact angle, free profile: 48.2 degrees
Horizontal film pull: 0.800 J/m^2
Island base radius: 10.0 nm
Island height: 4.47 nm
Sphere radius of island: 13.42 nm
Island volume: 749 nm^3
Island energy: 1255 eV
Flat film thickness: 0.5 nm
Flat film area, equal volume: 1499 nm^2
Flat film energy, edges left out: 3741 eV
Detached sphere radius: 5.63 nm
Detached sphere energy: 2988 eV
Angle, film energy 10% lower: 42.2 degrees
Angle, film energy 10% higher: 52.7 degrees
Angle, interface energy doubled: 60.0 degrees
Bond length for line tension: 0.235 nm
Line tension scale: 2.82e-10 J/m
Angle with this line tension: 50.0 degrees
Biaxial modulus, rough: 180 GPa
Lattice mismatch, rough: 0.5 percent
Strain energy per base area: 0.0107 J/m^2
Angle if strain is charged to interface: 48.9 degrees
Temperature: 800 K
Thermal energy kT: 0.0689 eV
Energy curvature in angle: 1765 eV/rad^2
Thermal rms spread of angle: 0.36 degrees
Atomic volume, rough: 0.020 nm^3
Mobile surface atom density, rough: 7.0 nm^-2
Time allowed for equilibrium: 3600 s
Surface diffusivity needed: 9.1e-14 cm^2/s
all good
```
